# Negative permittivity from an imaginary polar mode: a saddle-point result

A first-principles calculation is run on the ideal cubic cell of a perovskite oxide that is a candidate for a high-permittivity film. The forces on the ions vanish by symmetry. The electronic permittivity is 6, but one polar phonon has the imaginary frequency $181i\ \mathrm{cm^{-1}}$, and when the lattice contribution is added the static permittivity comes out as $-44$. What does this number describe?

## The belief and its appeal

The belief is that $-44$ is the static permittivity of the cubic material: the lattice polarizes against the applied field. There are respectable reasons to hold it. The formula is the one that works for stable crystals, the forces are zero, and the charges and force constants may be well converged. Negative permittivity is also not absurd in itself. A stable crystal driven at a frequency above its transverse polar mode can have one, because the ions then move out of phase with the force. And ferroelectric films are discussed as sources of negative capacitance.

A milder form of the belief accepts that the sign is wrong but keeps the structure, and drops the offending mode or reverses its sign. Both forms fail for the same reason, which appears when the formula is derived.

## What the formula assumes

Take a cell of fixed volume $\Omega$ in a uniform macroscopic field $E$. Let the vector $u$ collect the ionic displacements from a structure with zero forces, $K$ the force constants at zero macroscopic field, and $Z$ the Born effective charges along the field, with the elementary charge included. To second order in $u$ and $E$, apart from a purely electronic term that does not contain $u$,

$$W(u,E)=U_0+\tfrac12u^TKu-Z^Tu\,E .$$

There is no linear term at $E=0$ because the forces vanish. Setting the derivative with respect to $u$ to zero gives

$$Ku=ZE,\qquad u=K^{-1}ZE .$$

The lattice polarization is $P=Z^Tu/\Omega$, so the lattice term in the relative permittivity is

$$\Delta\varepsilon=\frac{P}{\varepsilon_0E}=\frac{Z^TK^{-1}Z}{\varepsilon_0\Omega}.$$

Phonons enter through the mass-weighted matrix $M^{-1/2}KM^{-1/2}$, with eigenvectors $e_m$ and eigenvalues $\omega_m^2$. Its inverse is $M^{1/2}K^{-1}M^{1/2}=\sum_m e_me_m^T/\omega_m^2$. Multiplying by $M^{-1/2}$ on both sides recovers $K^{-1}$, and therefore

$$\Delta\varepsilon=\frac1{\varepsilon_0\Omega}\sum_m\frac{Q_m^2}{\omega_m^2},\qquad Q_m=e_m^TM^{-1/2}Z .$$

A uniform translation has $\omega_m=0$, but its $Q_m$ is proportional to the sum of the Born charges, which is zero. It is left out, and $K^{-1}$ means the inverse without translations.

Since $Q_m^2\ge0$, a term is negative when $\omega_m^2<0$ and $Q_m\neq0$. The derivation asked for a stationary point of $W$. It never asked whether that point is a minimum. With an imaginary mode it is a maximum along that mode, and a crystal free to move does not stay there.

At a local minimum all the $\omega_m^2$ that enter are positive, so every term is non-negative and the static permittivity at fixed field is at least the electronic one.

## Which way the ions go

For one mode of mass $m$ with $K=-a$, $a>0$, the stationary displacement is $u=-ZE/a$, opposite to the force $ZE$. The actual motion from rest at $u=0$ follows from

$$m\ddot u=au+ZE .$$

Put $w=u+ZE/a$. Then $\ddot w=\kappa^2w$ with $\kappa^2=a/m$, and the initial conditions are $w=ZE/a$, $\dot w=0$. Hence $w=(ZE/a)\cosh\kappa t$ and

$$u(t)=\frac{ZE}{a}\left(\cosh\kappa t-1\right).$$

The ions move along the force and accelerate away from the stationary point that the formula describes. The growth rate $\kappa$ is the modulus of the imaginary frequency. The linear equation soon fails, and higher terms in the energy decide where the motion ends.

## The same mode at a stable structure

The simplest energy with an end point is

$$U(u)=-\frac a2u^2+\frac b4u^4,\qquad b>0 .$$

Its derivative $-au+bu^3$ vanishes at $u=0$ and at $u_0^2=a/b$. The second derivative is $-a+3bu^2$, which at $u_0$ equals $-a+3a=2a$. If $Z$ and $\Omega$ are held fixed,

$$\Delta\varepsilon_{\rm saddle}=-\frac{Z^2}{\varepsilon_0\Omega a}=-X,\qquad
\Delta\varepsilon_{\rm min}=\frac{Z^2}{\varepsilon_0\Omega\,2a}=+\frac X2 .$$

Dropping the mode gives $0$ and reversing its sign gives $+X$; neither is right. Nor is the factor one half a general repair. If the well is closed by $du^6/6$ instead of the quartic term, then $u_0^4=a/d$, the curvature is $-a+5du_0^4=4a$, and the term is $X/4$. The saddle alone does not contain the answer.

A cubic crystal has three equivalent polar directions. Let

$$U=-\frac a2|u|^2+\frac b4|u|^4+\frac c2\left(u_x^2u_y^2+u_y^2u_z^2+u_z^2u_x^2\right),\qquad c>0,$$

so that the minima lie along the cube axes. Near $(0,0,u_0)$, a small displacement $x$ across the axis adds

$$\tfrac12x^2\left(-a+bu_0^2+cu_0^2\right)=\tfrac12\,cu_0^2\,x^2$$

to second order, because $bu_0^2=a$. The transverse curvature is $cu_0^2$, and the constant $c$ plays no part in the harmonic expansion about the cubic point. The isotropic negative number is replaced by a tensor with two different positive values. As $c\to0$ the transverse one diverges, since the polarization can then turn at no cost.

## The number

Take round parameters: $\Omega=0.064\ \mathrm{nm^3}$, $Z=8e$, $a=360\ \mathrm{eV/nm^2}$, $b=1.6\times10^6\ \mathrm{eV/nm^4}$, $c=4\times10^5\ \mathrm{eV/nm^4}$, electronic permittivity $\varepsilon_\infty=6$ and mode mass 30 u. The minimum is at $u_0=\sqrt{360/1.6\times10^6}=0.015$ nm, with a well depth of 20 meV and a polarization $Zu_0/\Omega$ of $30\ \mathrm{\mu C/cm^2}$.

With $e/\varepsilon_0=18.1$ V nm,

$$\frac{Z^2}{\varepsilon_0\Omega}=\frac{64\times18.1}{0.064}\approx18\,100\ \mathrm{eV/nm^2}.$$

Dividing by each curvature gives the lattice terms:

- cubic saddle, $-360\ \mathrm{eV/nm^2}$: $-50.3$, total $-44.3$;
- minimum, along the axis, $720\ \mathrm{eV/nm^2}$: $25.1$, total $31.1$;
- minimum, across the axis, $90\ \mathrm{eV/nm^2}$: $201$, total $207$.

Dropping the mode would have given 6, and reversing its sign 56.

In a field of 0.01 MV/cm the force is 0.008 eV/nm, and the saddle formula places the ions at $-2.2\times10^{-5}$ nm. Integrating the equation of motion from rest at the cubic point, with a damping rate of 10 per ps, takes them to $+0.0150$ nm. They pass half the well displacement after 0.22 ps. The formula's answer has the wrong sign and is smaller than the true displacement by a factor of several hundred. The full numerical output follows the text.

## Repairing one term is not enough

Real cells have several polar modes, and all of them change when the structure relaxes. Consider three ions on a line with charges $2.5e$ (A), $7.5e$ (B) and $-10e$ (anion group), and masses 140, 48 and 48 u. Let $r_A$ and $r_B$ be the displacements of A and B relative to the anions, and

$$U=-50r_B^2+\frac b4r_B^4+750r_A^2-500\,r_Ar_B ,$$

in eV and nm, with $b$ as before. In the order $(r_B,r_A)$ the force constants at the saddle are

$$K=\begin{pmatrix}-100&-500\\-500&1500\end{pmatrix}.$$

Stationarity in $r_A$ gives $1500r_A=500r_B$, so $r_A=r_B/3$. Inserted in the force on $r_B$, this leaves $-100r_B-\tfrac{500}3r_B+br_B^3=0$, or $br_B^2=266.7$. At the minimum the upper left entry is therefore $-100+3\times266.7=700$, and the others are unchanged.

The mode sum at the saddle is $-76.8+4.3=-72.5$. At the minimum it is $20.6+17.4=38.0$. The stable mode has gone from 274 to 295 $\mathrm{cm^{-1}}$, which by itself would reduce its term, yet the term is four times larger. Its $Q_m^2$, proportional to the term times the squared frequency, has grown by a factor of about 4.7, because the new force constants mix the ionic motions differently. The stable modes of the saddle cannot be carried over.

## A positive value does not prove stability

Following the polar mode downhill may lead to another saddle. Let a non-polar tilt $\phi$ of the ionic cages compete with $u$:

$$U=-\frac a2u^2+\frac b4u^4-\frac p2\phi^2+\frac q4\phi^4+\frac g2u^2\phi^2 ,$$

with $p=720\ \mathrm{eV/nm^2}$, $q=8\times10^5$ and $g=6\times10^5\ \mathrm{eV/nm^4}$. At the polar point $u=u_0$, $\phi=0$, the polar term is the reassuring $25.1$. The curvature along the tilt, however, is

$$-p+gu_0^2=-720+135=-585\ \mathrm{eV/nm^2}.$$

This structure is unstable too. The permittivity does not reveal it, because the tilt has no dipole. Relaxing both coordinates leads to $u=0$ and $\phi_0^2=p/q$, so $\phi_0=0.030$ nm. There the polar curvature is

$$-a+g\phi_0^2=-360+540=180\ \mathrm{eV/nm^2},$$

and the lattice term is $18\,100/180\approx101$. The polar instability has been removed by a non-polar distortion. If the tilt alternates from cell to cell, a phonon calculation confined to uniform displacements of the primitive cell cannot find it; the whole Brillouin zone has to be examined.

## Where the negative slope has a meaning

The statement that the negative value is not a material property refers to a crystal at fixed macroscopic field. Other electrical conditions can hold the unstable structure in place. For one mode, $D=\varepsilon_0\varepsilon_\infty E+Zu/\Omega$. At fixed $D$ the energy to minimize is

$$G(u)=U(u)+\frac{(D\Omega-Zu)^2}{2\varepsilon_0\varepsilon_\infty\Omega},$$

since its derivative is $U'-ZE$, the correct force balance. Its curvature at $u=0$ is

$$K_D=K+\frac{Z^2}{\varepsilon_0\varepsilon_\infty\Omega}=-360+\frac{18\,100}{6}\approx2656\ \mathrm{eV/nm^2}.$$

This is positive. Factoring the static permittivity gives

$$\varepsilon_s=\varepsilon_\infty+\frac{Z^2}{\varepsilon_0\Omega K}=\varepsilon_\infty\frac{K_D}{K}.$$

With $K<0$, a negative total thus means that the uniform state is stable against this mode at fixed $D$, and $\varepsilon_0\varepsilon_s$ is the slope $dD/dE$ there. If $K$ were so negative that $K_D<0$ as well, the total would be positive and the state unstable under both conditions.

A shorted film of thickness $t_f$ in series with a dielectric of thickness $t_d$ and permittivity $\varepsilon_d$ lies between the two conditions. Zero voltage requires $t_fE_f+t_dE_d=0$. Without free charge at the interface, $\varepsilon_0\varepsilon_\infty E_f+P=\varepsilon_0\varepsilon_dE_d$. Eliminating $E_d$,

$$E_f=-\frac{P}{\varepsilon_0(\varepsilon_\infty+\varepsilon_dt_f/t_d)} .$$

The force $au+ZE_f$ restores $u=0$ if $Z^2/(\varepsilon_0\Omega a)>\varepsilon_\infty+\varepsilon_dt_f/t_d$. The left side is $|\varepsilon_s|+\varepsilon_\infty$, so the condition is

$$\frac{t_d}{\varepsilon_d}>\frac{t_f}{|\varepsilon_s|}.$$

For a 5 nm film and $\varepsilon_d=4$ the dielectric must exceed $4\times5/44.3\approx0.45$ nm. That is about one unit cell, where a bulk permittivity and ideal electrodes are no longer a good description and imperfect screening at the electrodes adds its own series term, so the figure gives only the scale. This is a condition for uniform polarization normal to an insulating film. It does not exclude domains, and it does nothing for in-plane polarization, which in the cubic model remains unstable unless something else, such as strain, suppresses it. The negative slope then belongs to a constrained part of a device, not to the free material.

## Phases held up by temperature

Many high-symmetry phases are unstable in a static calculation and yet exist when hot. Relaxing such a crystal to its low-temperature structure answers a question about a different phase. What must be stable is the average structure, and the relevant curvature is that of the free energy.

A mean-field model with the displacement confined to one axis shows the difference. Give each cell the local energy $\tfrac12(J-a)u^2+\tfrac b4u^4$ and couple it to the average displacement $\bar u$, with coupling energy $-\tfrac12J\bar u^2$ per cell. For uniform static displacements $J$ cancels and the earlier well returns. Each cell feels the force $h=J\bar u+ZE$. In classical statistics the weight is proportional to $e^{hu/k_BT}$ times a factor independent of $h$, and differentiating the average gives

$$\frac{d\bar u}{dh}=\frac{\langle u^2\rangle-\bar u^2}{k_BT}\equiv s .$$

Therefore $d\bar u=s(J\,d\bar u+Z\,dE)$, and

$$\frac{d\bar u}{dE}=\frac{Z}{s^{-1}-J}.$$

The effective curvature is $s^{-1}-J$. If $\bar u$ is held at zero while $T\to0$ and $J>a$, the cell is harmonic with $s^{-1}=J-a$, and the curvature returns to $-a$: the frozen saddle result. With $\bar u$ still at zero, heating increases $s^{-1}$, because the quartic term stiffens the cell as the amplitude grows. (In the ordered phase, where $\bar u$ shrinks on heating, $s^{-1}$ falls instead.)

With $J=800\ \mathrm{eV/nm^2}$ the classical transition is at 840 K. At 1000 K the average displacement is zero and the lattice term is $+418$, which corresponds to a curvature of $18\,100/418\approx43\ \mathrm{eV/nm^2}$. Quantum statistics for the same cell give $+377$, or $48\ \mathrm{eV/nm^2}$. The two differ by about 10 percent although $s^{-1}$ itself changes by less than 1 percent, because near the transition the curvature is a small difference of large numbers. Neither $-50$ nor the relaxed polar value $25$ describes this phase. The numbers belong to the one-axis model. In a cubic crystal the other two components fluctuate as well. Through the quartic coupling they stiffen the cell further, which lowers the transition and changes the permittivity: with the same $a$, $b$, $c$ and with $J$ acting on all three components, the classical transition falls to about 430 K and the lattice term at 1000 K to about 70.

## How far to trust the relaxed value

The parameters lie in the rough regime of displacive perovskite ferroelectrics: a cell edge near 0.4 nm, a polarization of some tens of $\mathrm{\mu C/cm^2}$, and Born charges above the nominal ionic ones. They represent no particular compound, and a transition at 840 K is on the high side for this family. The assumption of a motionless lattice matters most among the effects sized here. At 300 K the one-axis model gives an axial term of 43 classically and 48 with quantum statistics, against the static 25. At 3 K zero-point motion alone raises it to 35. These shifts depend on the chosen $J$ and mass, and in the cubic model the transverse motion left out here makes them much larger: the classical axial term at 300 K becomes about 110, and the zero-point value at 3 K a little over 50.

Three other effects are smaller. First, let the cell strain, with a modulus of 150 GPa and a coupling that gives 1.2 percent strain. With a strain coupled to $u^2$, letting the strain relax changes only $b$, and the curvature $2a$ does not contain $b$. The axial term is therefore still 25.1 at constant stress, but it is 21.3 when the strain is held at its relaxed value, so the mechanical condition must be stated with the result. Second, if the Born charge at the minimum is 15 percent lower than at the saddle, the term falls by $0.85^2$ to 18.2. Third, in a field of 0.5 MV/cm along the polarization, the average slope from zero field gives 23.9, about 5 percent below the linear value.

If the displacement were confined to its axis, an opposing field would reverse the uniform polarization where the restoring force $au-bu^3$ is largest, at $u^2=a/3b$:

$$E_{\rm sw}=\frac{2au_0}{3\sqrt3\,Z}=2.6\ \mathrm{MV/cm}.$$

The output lists this axial limit as the uniform switching field. In the cubic model the polarization can also turn. At axial displacement $u$ the transverse curvature is $-a+(b+c)u^2$, which vanishes at $u^2=a/(b+c)$, or $u=0.0134$ nm. The restoring force there is $acu/(b+c)=0.97$ eV/nm, so the axial state already becomes unstable against rotation at about 1.2 MV/cm. Both fields are above an assumed rough breakdown field of 1 MV/cm, the second only slightly. Real films can switch at lower fields through domains, which also add to the measured permittivity and mix the axial and transverse values. The figure of 31 is thus a single-domain, static-lattice value.

## What to do with an imaginary polar mode

First establish that the mode is real: tighten the forces, basis and Brillouin-zone sampling, impose the acoustic sum rule, and check the cell volume and the functional, since a soft mode can change sign with either. If it survives, displace the ions along every unstable mode, including those that need a larger cell, and relax without the symmetry that held the saddle. Check the phonons of the result over the whole zone. Then recompute the electronic permittivity, the Born charges and the force constants there, and report the tensor with its mechanical condition. If the phase of interest is stabilized by temperature, keep its average structure and compute the response with the thermal motion included.

## Numbers as computed

```
MODEL INPUTS
cell volume 0.064 nm^3, Born charge 8.0 e, eps_inf 6.0
a 360 eV/nm^2, b 1.60e+06 eV/nm^4, c 4.00e+05 eV/nm^4
mode mass 30 u
ONE POLAR MODE
displacement at minimum 0.0150 nm
well depth 20.25 meV
polarization 30.0 uC/cm^2
saddle wavenumber 181i cm^-1
minimum wavenumber along axis 255 cm^-1
lattice term at saddle -50.26
lattice term at minimum: along 25.13, across 201.1
total at saddle -44.26
total at minimum: along 31.13, across 207.1
wrong cures: mode dropped 6.00, sign flipped 56.26
RELEASE FROM THE SADDLE, FIELD 0.01 MV/cm
saddle formula displacement -2.22e-05 nm
final displacement (damping 10 /ps) 0.01501 nm
time to half the well displacement 0.22 ps
THREE-ION CELL
saddle: modes 170i, 274 cm^-1
  terms -76.75, 4.30; sum -72.45
minimum: modes 223, 295 cm^-1
  terms 20.63, 17.36; sum 37.99
COMPETING TILT (p 720 eV/nm^2, q 8e5 and g 6e5 eV/nm^4)
polar point: term 25.13, tilt curvature -585 eV/nm^2
true minimum: |tilt| 0.0300 nm, |u| 0.0000 nm
  polar curvature 180 eV/nm^2, term 100.53
FIXED D AND SERIES STACK
curvature at fixed D 2656 eV/nm^2, slope permittivity -44.27
film 5 nm, dielectric eps 4: needs > 0.45 nm dielectric
TEMPERATURE (J 800 eV/nm^2)
classical mean-field transition 840 K
3 K classical: u 0.0150 nm, term 25.2
3 K quantum:   u 0.0133 nm, term 34.8
300 K classical: u 0.0128 nm, term 42.7
300 K quantum:   u 0.0122 nm, term 47.6
1000 K classical: u 0.0000 nm, term 417.9
1000 K quantum:   u 0.0000 nm, term 376.8
OTHER NEGLECTED EFFECTS ON THE TERM ALONG THE AXIS
strain inputs: modulus 150 GPa, coupling 2700 eV/nm^2
relaxed strain 1.20 %, u 0.0163 nm
term at constant stress 25.13, at constant strain 21.31
Born charge lower by 15 % at minimum: term 18.16
secant term at 0.5 MV/cm: 23.86
uniform switching field 2.60 MV/cm
rough assumed breakdown field 1.0 MV/cm
```
